# Extrapolar correction of truncated band sums using the f-sum rule: test program

```python
# Extrapolar (common energy denominator + closure) correction for chi0 and Sigma^c.
# Result under test (Hartree units, length L, Q=q+G, bands m>nb given one energy ebar):
#  dchi0_QQ'(w) = (2/L) sum_kv C_QQ' 2(ebar-e_v)/(w^2-(ebar-e_v)^2)
#  dSigma_n(w)  = (1/L) sum_qs (w_s C^n w_s*)/(w-ebar-Omega_s)
#  C = <psi|e^{i(s'-s)x}|psi> - sum_{m<=nb} <psi|e^{-isx}|m><m|e^{is'x}|psi>
#  (s=Q for chi0, s=-Q for Sigma); w_s, Omega_s: amplitudes and poles of Wc = v chi v.
#  f-sum rule: (2/L) sum Delta rho rho* = Q Q' n(G-G')/2 for a local potential.
#  ebar(Q)=(T-S+b)/a, T=N Q^2/2, S explicit moment, a=sum C_QQ, b=sum C_QQ e_v.
# Model: 1D insulator, two Gaussian wells per cell, interaction U exp(-kappa|x|).
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
A, NK, NV, NPW, JQ = 6.0, 4, 2, 50, 24
WELLS = [(2.0, 0.5, 0.0), (1.5, 0.5, 2.5)]   # depth, width, position
UINT, KAPPA, SNL = 2.0, 1.0, 0.5
L = A*NK; dk = 2*np.pi/L; NX = 512; xg = np.arange(NX)*L/NX
QI = [np.array([j for j in range(-JQ, JQ+1) if j % NK == iq]) for iq in range(NK)]
vq = [2*UINT*KAPPA/((q*dk)**2+KAPPA**2) for q in QI]
dens = 2*NV/A
def beta(K): return (4*np.pi*SNL**2)**0.25*np.exp(-K**2*SNL**2/2)

class Crystal:
    def __init__(self, npw, enl=0.0):
        J = NK*npw//2; self.n = 2*J; idx = np.arange(self.n)
        self.K = (idx-J+0.5)*dk
        G = self.K[:, None]-self.K[None, :]
        V = sum(-d*np.sqrt(2*np.pi)*s/A*np.exp(-G**2*s**2/2-1j*G*p) for d, s, p in WELLS)
        V = V+enl/A*np.outer(beta(self.K), beta(self.K))
        self.H = V*((idx[:, None]-idx[None, :]) % NK == 0)+np.diag(self.K**2/2)
        self.E, self.U = [], []
        for r in range(NK):
            sel = idx[r::NK]; e, u = np.linalg.eigh(self.H[np.ix_(sel, sel)])
            full = np.zeros((self.n, npw), complex); full[sel] = u
            self.E.append(e); self.U.append(full)
        self.pw = np.exp(1j*np.outer(xg, self.K)); self.cache = {}
    def data(self, r, n, s):
        # e_n, amp[m,a]=<m|e^{i s_a x}|n>, e_m, closure and commutator matrices (real space)
        key = (r, n, tuple(s))
        if key not in self.cache:
            psi = self.U[r][:, n]; S = np.zeros((self.n, len(s)), complex)
            for a, j in enumerate(s):
                if j >= 0: S[j:, a] = psi[:self.n-j]
                else: S[:self.n+j, a] = psi[-j:]
            rt = (r+s[0]) % NK
            phi = self.pw@psi; pphi = self.pw@(self.K*psi)
            ph = np.exp(1j*np.outer(xg, s*dk))
            D = ph.conj().T@(abs(phi)[:, None]**2*ph)/NX
            Pm = ph.conj().T@((phi.conj()*pphi)[:, None]*ph)/NX
            F = D*(s*dk)**2/2+Pm*(s*dk)
            self.cache[key] = (self.E[r][n], self.U[rt].conj().T@S, self.E[rt], D, F)
        return self.cache[key]

VAL = [(r, v) for r in range(NK) for v in range(NV)]
def gram(X, w=1.0): return X.conj().T@(X*np.reshape(w, (-1, 1)))
def transitions(cr, iq, nb, ebar=None):
    ds, rs = [], []
    for r, v in VAL:
        ev, amp, E, D, F = cr.data(r, v, QI[iq])
        ds.append(E[NV:nb]-ev); rs.append(amp[NV:nb].conj().T)
        if ebar is not None:
            lam, Y = np.linalg.eigh(D-gram(amp[:nb]))
            ds.append(np.full(len(lam), ebar-ev)); rs.append(Y*np.sqrt(lam.clip(0)))
    return np.concatenate(ds), np.hstack(rs)
def chi0(tr, u): return -(4/L)*(tr[1]*(tr[0]/(u*u+tr[0]**2)))@tr[1].conj().T
def wc(tr, iq, u):
    c = chi0(tr, u); v = vq[iq]
    return v[:, None]*np.linalg.solve(np.eye(len(v))-c*v, c)*v
def poles(tr, iq):
    F = tr[1]*np.sqrt(4*tr[0]/L)
    o2, Z = np.linalg.eigh(np.diag(tr[0]**2)+gram(F, vq[iq])); om = np.sqrt(o2)
    return om, vq[iq][:, None]*(F@Z)/np.sqrt(2*om)
def contract(w, X): return np.einsum('as,ab,bs->s', w, X, w.conj()).real
def sigma(cr, n, w, pol, nb, ebar=None):
    tot = 0.0
    for iq in range(NK):
        en, B, E, D, F = cr.data(0, n, -QI[iq]); om, ws = pol[iq]
        sg = np.where(np.arange(nb) < NV, 1.0, -1.0)
        tot += np.sum(abs(B[:nb]@ws.conj())**2/(w-E[:nb, None]+sg[:, None]*om))
        if ebar is not None: tot += np.sum(contract(ws, D-gram(B[:nb]))/(w-ebar-om))
    return tot/L
def moments(cr, iq, nb):
    T = NK*NV*(QI[iq]*dk)**2/2; d, rho = transitions(cr, iq, nb)
    S = abs(rho)**2@d; a = 0; b = 0
    for r, v in VAL:
        ev, amp, E, D, F = cr.data(r, v, QI[iq])
        c = (D-gram(amp[:nb])).diagonal().real; a = a+c; b = b+c*ev
    return T, S, a, b
def weights(cr, nb):
    return [-wc(transitions(cr, iq, nb), iq, 0.0).diagonal().real for iq in range(NK)]
def global_energy(cr, nb):
    num = den = ful = nrm = 0.0; wt = weights(cr, nb)
    for iq in range(NK):
        T, S, a, b = moments(cr, iq, nb); k = QI[iq] != 0; w = wt[iq][k]
        num += np.sum(w*(T-S+b)[k]/T[k]); den += np.sum(w*a[k]/T[k])
        ful += np.sum(w*S[k]/T[k]); nrm += np.sum(w)
    return num/den, ful/nrm

cr = Crystal(NPW); NB = 6
ev0, ec0 = cr.E[0][NV-1], cr.E[0][NV]; mu = (ev0+ec0)/2
assert abs(max(e[NV-1] for e in cr.E)-ev0) < 1e-9 and abs(min(e[NV] for e in cr.E)-ec0) < 1e-9
assert ec0-ev0 > 0.1
emin = min(e[NB] for e in cr.E)
trx = [transitions(cr, iq, NPW) for iq in range(NK)]
polx = [poles(trx[iq], iq) for iq in range(NK)]
# static chi0 against finite-field diagonalization of the supercell
q1 = list(QI[1]); cs = chi0(trx[1], 0.0); lam = 1e-4
for jp in (1, -3):
    pert = np.eye(cr.n, k=-jp)+np.eye(cr.n, k=jp)
    occ = [np.linalg.eigh(cr.H+sg*lam*pert)[1][:, :NK*NV] for sg in (1, -1)]
    for j in (1, -3, 5, 13):
        nq = [2/L*np.trace(o.conj().T@np.eye(cr.n, k=j)@o) for o in occ]
        assert abs((nq[0]-nq[1])/(2*lam)-cs[q1.index(j), q1.index(jp)]) < 1e-6
# two-term Adler-Wiser sum against the time-reversal folded form, truncated bands
two = 0; u = 0.7
for r, v in VAL:
    ev, am, E, _, _ = cr.data(r, v, QI[1]); two = two+gram(am[NV:NB], 1/(1j*u-E[NV:NB]+ev))
    ev, bm, E, _, _ = cr.data(r, v, -QI[1]); two = two-gram(bm[NV:NB], 1/(1j*u+E[NV:NB]-ev)).T
assert abs(2/L*two-chi0(transitions(cr, 1, NB), u)).max() < 1e-10
# closure and commutator moment against explicit band sums; matrix f-sum rule; bounds
for iq in range(NK):
    for r in range(NK):
        for n in range(NV+1):
            for s in (QI[iq], -QI[iq]):
                en, am, E, D, F = cr.data(r, n, s)
                assert abs(D-gram(am[:NB])-gram(am[NB:])).max() < 1e-9
                assert abs(F-gram(am, E-en)).max() < 1e-7
    nG = 2/L*sum(cr.data(r, v, QI[iq])[3] for r, v in VAL); Q = QI[iq]*dk
    assert abs(-1e14*chi0(trx[iq], 1e7)-np.outer(Q, Q)*nG).max() < 1e-6
    assert abs(nG.diagonal()-dens).max() < 1e-10
    T, S, a, b = moments(cr, iq, NB); k = a > 1e-4
    hi = [cr.data(r, v, QI[iq]) for r, v in VAL]
    mean = sum(h[2][NB:]@abs(h[1][NB:])**2 for h in hi)[k]/sum((abs(h[1][NB:])**2).sum(0) for h in hi)[k]
    assert abs((T-S+b)[k]/a[k]-mean).max() < 1e-4
    ct = chi0(transitions(cr, iq, NB), 0.0).diagonal().real
    tail = ct-chi0(trx[iq], 0.0).diagonal().real
    up = ct-chi0(transitions(cr, iq, NB, emin), 0.0).diagonal().real
    assert np.all(4/L*a[k]**2/(T-S)[k] < tail[k]) and np.all(tail[k] < up[k])
    om, ws = polx[iq]
    assert abs(wc(trx[iq], iq, 0.9)+(ws*(2*om/(0.81+om**2)))@ws.conj().T).max() < 1e-9
# single energy: closed form against a root search on the high-frequency limit
ebar, ful = global_energy(cr, NB); wt = weights(cr, NB)
def misfit(e):
    num = den = 0.0
    for iq in range(NK):
        k = QI[iq] != 0; c = chi0(transitions(cr, iq, NB, e), 1e6).diagonal().real[k]
        num += np.sum(wt[iq][k]*(-1e12*c)/(dens*(QI[iq][k]*dk)**2)); den += wt[iq][k].sum()
    return num/den-1
assert abs(brentq(misfit, emin, 100.0, xtol=1e-10)-ebar) < 1e-5
# Sigma pole sums against imaginary-axis quadrature with W from matrix inversion
h = 0.2; us = np.exp(np.arange(-25, 14, h)); W0 = [wc(trx[iq], iq, 0.0) for iq in range(NK)]
Wu = [np.array([wc(trx[iq], iq, x) for x in us]) for iq in range(NK)]
for n in (NV-1, NV):
    full = corr = coh = 0
    for iq in range(NK):
        en, B, E, D, F = cr.data(0, n, -QI[iq]); x = mu-E; y = mu-ebar
        form = np.einsum('ma,uab,mb->um', B.conj(), Wu[iq], B, optimize=True).real
        full += -h/np.pi/L*np.sum(us[:, None]*form*x/(x*x+us[:, None]**2))
        cw = np.einsum('ab,uab->u', D-gram(B[:NB]), Wu[iq]).real
        corr += -h/np.pi/L*np.sum(us*cw*y/(y*y+us**2))
        ph = np.exp(1j*np.outer(xg, QI[iq]*dk)); coh = coh+np.sum((ph@W0[iq])*ph.conj(), 1)/L
    assert abs(full-sigma(cr, n, mu, polx, NPW)) < 1e-8
    assert abs(corr-sigma(cr, n, mu, polx, NB, ebar)+sigma(cr, n, mu, polx, NB)) < 1e-8
    hole = 0.5*np.mean(abs(cr.pw@cr.U[0][:, n])**2*coh.real)
    assert abs(hole-sigma(cr, n, mu, polx, 0, mu)) < 1e-9
print(f"a={A} bohr, Nk={NK}, L={L} bohr, Nv={NV}, Npw={NPW}, n={dens:.5f} 1/bohr")
print(f"wells (depth Ha, width bohr, position bohr): {WELLS}")
print(f"U={UINT} Ha, kappa={KAPPA} 1/bohr, Qmax={JQ*dk:.4f} 1/bohr, k={dk/2:.4f} 1/bohr")
print(f"e_v={ev0:.5f} Ha, e_c={ec0:.5f} Ha, gap={ec0-ev0:.5f} Ha = {(ec0-ev0)*EV:.3f} eV")
print(f"Nb={NB}: highest kept {max(e[NB-1] for e in cr.E):.4f} Ha, lowest omitted {emin:.4f} Ha")
T, S, a, b = moments(cr, 1, NB)
for j in (9, 13, 17, 21):
    i = q1.index(j)
    print(f"Q={j*dk:.4f} 1/bohr: S/T={S[i]/T[i]:.5f}, a={a[i]:.5f}, ebar(Q)={(T-S+b)[i]/a[i]:.4f} Ha")
i = q1.index(13); eQ = (T-S+b)[i]/a[i]
print(f"Q={13*dk:.4f}: T={T[i]:.4f} Ha, S={S[i]:.4f} Ha, b={b[i]:.4f} Ha, (T-S)/a={(T-S)[i]/a[i]:.4f} Ha")
print(f"weighted fulfilment before correction {ful:.5f}")
print(f"single ebar={ebar:.4f} Ha = {ebar*EV:.2f} eV")
def cq(e, u, nb=NB): return chi0(transitions(cr, 1, nb, e), u)[i, i].real
print("static chi0_QQ at that Q, 1/(Ha bohr):")
print(f"  all bands {cs[i,i].real:.6f}, truncated {cq(None,0.0):.6f}")
print(f"  ebar(Q) {cq(eQ,0.0):.6f}, single ebar {cq(ebar,0.0):.6f}")
print(f"  bracket {cq(emin,0.0):.6f} to {cq(None,0.0)-4/L*a[i]**2/(T-S)[i]:.6f}")
for u in (0.0, 5.0, 1000.0):
    print(f"  relative error with ebar(Q) at u={u} Ha: {cq(eQ,u)/cq(None,u,NPW)-1:.2e}")
assert abs(cq(eQ, 1000.0)/cq(None, 1000.0, NPW)-1) < 1e-3
# Sigma tail with converged W: state energy, bounds
ref = {}
for n, en, name in ((NV-1, ev0, 'v'), (NV, ec0, 'c')):
    ref[n] = sigma(cr, n, en, polx, NPW); tr_ = sigma(cr, n, en, polx, NB)
    num = den = xn = xd = jen = 0.0
    for iq in range(NK):
        _, B, E, D, F = cr.data(0, n, -QI[iq]); om, ws = polx[iq]
        C = D-gram(B[:NB]); R = F-gram(B[:NB], E[:NB]-en)
        num -= np.sum(R*W0[iq]).real; den -= np.sum(C*W0[iq]).real
        p = (abs(B[NB:]@ws.conj())**2/om).sum(1); xn += p@E[NB:]; xd += p.sum()
        c_s, r_s = contract(ws, C), contract(ws, R); k = c_s > 1e-9
        jen += np.sum(c_s[k]/(-r_s[k]/c_s[k]-om[k]))/L
    eS = en+num/den; assert abs(eS-xn/xd) < 1e-5
    f = lambda e: sigma(cr, n, en, polx, NB, e)-tr_
    assert f(en) < f(emin) < ref[n]-tr_ < jen < 0
    print(f"state {name}: Sigma_c(e) all bands {1e3*ref[n]:.3f} mHa = {ref[n]*EV:.4f} eV")
    print(f"  tail (converged W) exact {1e3*(ref[n]-tr_):.4f} mHa, single ebar {1e3*f(ebar):.4f} mHa")
    print(f"  ebar_Sigma={eS:.4f} Ha gives {1e3*f(eS):.4f} mHa, per pole {1e3*jen:.4f} mHa")
    print(f"  lowest omitted {1e3*f(emin):.4f} mHa, static remainder {1e3*f(en):.4f} mHa")
print(f"Sigma_c gap term, all bands: {1e3*(ref[NV]-ref[NV-1]):.3f} mHa")
print("errors of Sigma_c(e) with Nb bands in both chi0 and Sigma:")
for nb in (4, 6, 8):
    e, fl = global_energy(cr, nb)
    pt = [poles(transitions(cr, iq, nb), iq) for iq in range(NK)]
    pe = [poles(transitions(cr, iq, nb, e), iq) for iq in range(NK)]
    et = [sigma(cr, n, w, pt, nb)-ref[n] for n, w in ((NV-1, ev0), (NV, ec0))]
    ee = [sigma(cr, n, w, pe, nb, e)-ref[n] for n, w in ((NV-1, ev0), (NV, ec0))]
    assert abs(ee[0]) < abs(et[0]) and abs(ee[1]) < abs(et[1])
    print(f"Nb={nb}: fulfilment {fl:.5f}, ebar={e:.4f} Ha, lowest omitted {min(x[nb] for x in cr.E):.4f} Ha")
    print(f"  truncated v {1e3*et[0]:.4f}, c {1e3*et[1]:.4f}, gap {1e3*(et[1]-et[0]):.4f} mHa")
    print(f"  corrected v {1e3*ee[0]:.4f}, c {1e3*ee[1]:.4f}, gap {1e3*(ee[1]-ee[0]):.4f} mHa")
# nonlocal separable potential changes the sum rule
ENL = 0.5; cn = Crystal(NPW, ENL); Tn, Sn, _, _ = moments(cn, 1, NPW); Q = 13*dk
extra = sum(ENL/A*(abs(beta(cn.K+Q)@cn.U[r][:, v])**2-abs(beta(cn.K)@cn.U[r][:, v])**2) for r, v in VAL)
assert abs(Sn[i]-Tn[i]-extra) < 1e-7 and abs(extra) > 1e-3
print(f"nonlocal E={ENL} Ha, width {SNL} bohr, Q={Q:.4f} 1/bohr:")
print(f"  all-band S={Sn[i]:.5f} Ha, T={Tn[i]:.5f} Ha, commutator term {extra:.5f} Ha")
# small basis, all its bands summed: closure weight is the norm pushed out of the basis
NS = 10; sm = Crystal(NS); j = 21; i = q1.index(j); T, S, a, b = moments(sm, 1, NS)
out = sum(np.sum(abs(sm.U[r][sm.n-j:, v])**2) for r, v in VAL)
assert abs(a[i]-out) < 1e-10 and out > 1e-3
c_s = chi0(transitions(sm, 1, NS), 0.0)[i, i].real; c_c = c_s-4/L*a[i]**2/(T-S)[i]
assert abs(c_c-cs[i, i].real) < abs(c_s-cs[i, i].real)
print(f"small basis Npw={NS}, Kmax={sm.K.max():.4f} 1/bohr, Q={j*dk:.4f} 1/bohr:")
print(f"  a={a[i]:.5f}, S/T={S[i]/T[i]:.5f}, (T-S)/a={(T-S)[i]/a[i]:.4f} Ha")
print(f"  chi0 plain {c_s:.6f}, corrected {c_c:.6f}, converged {cs[i,i].real:.6f} 1/(Ha bohr)")
print("tests ok")
```

Running it gives:

```
a=6.0 bohr, Nk=4, L=24.0 bohr, Nv=2, Npw=50, n=0.66667 1/bohr
wells (depth Ha, width bohr, position bohr): [(2.0, 0.5, 0.0), (1.5, 0.5, 2.5)]
U=2.0 Ha, kappa=1.0 1/bohr, Qmax=6.2832 1/bohr, k=0.1309 1/bohr
e_v=-0.57309 Ha, e_c=0.23295 Ha, gap=0.80604 Ha = 21.933 eV
Nb=6: highest kept 3.8248 Ha, lowest omitted 4.6433 Ha
Q=2.3562 1/bohr: S/T=0.70915, a=1.05970, ebar(Q)=5.4241 Ha
Q=3.4034 1/bohr: S/T=0.23731, a=4.56857, ebar(Q)=6.9306 Ha
Q=4.4506 1/bohr: S/T=0.02353, a=7.43999, ebar(Q)=9.6104 Ha
Q=5.4978 1/bohr: S/T=0.00259, a=7.90598, ebar(Q)=14.4643 Ha
Q=3.4034: T=46.3323 Ha, S=10.9950 Ha, b=-3.6742 Ha, (T-S)/a=7.7349 Ha
weighted fulfilment before correction 0.94440
single ebar=5.7891 Ha = 157.53 eV
static chi0_QQ at that Q, 1/(Ha bohr):
  all bands -0.281221, truncated -0.177285
  ebar(Q) -0.275788, single ebar -0.292870
  bracket -0.317240 to -0.275726
  relative error with ebar(Q) at u=0.0 Ha: -1.93e-02
  relative error with ebar(Q) at u=5.0 Ha: 3.24e-03
  relative error with ebar(Q) at u=1000.0 Ha: 1.03e-05
state v: Sigma_c(e) all bands 29.247 mHa = 0.7958 eV
  tail (converged W) exact -3.6813 mHa, single ebar -3.9446 mHa
  ebar_Sigma=6.9654 Ha gives -3.5741 mHa, per pole -3.5780 mHa
  lowest omitted -4.3948 mHa, static remainder -10.4630 mHa
state c: Sigma_c(e) all bands -36.278 mHa = -0.9872 eV
  tail (converged W) exact -3.5586 mHa, single ebar -3.8236 mHa
  ebar_Sigma=6.9347 Ha gives -3.4124 mHa, per pole -3.4546 mHa
  lowest omitted -4.3560 mHa, static remainder -10.6010 mHa
Sigma_c gap term, all bands: -65.525 mHa
errors of Sigma_c(e) with Nb bands in both chi0 and Sigma:
Nb=4: fulfilment 0.74180, ebar=2.5644 Ha, lowest omitted 1.7923 Ha
  truncated v 13.6353, c 19.3751, gap 5.7399 mHa
  corrected v -4.2727, c -3.4577, gap 0.8150 mHa
Nb=6: fulfilment 0.94440, ebar=5.7891 Ha, lowest omitted 4.6433 Ha
  truncated v 4.7503, c 4.2017, gap -0.5486 mHa
  corrected v -0.6375, c -0.5225, gap 0.1150 mHa
Nb=8: fulfilment 0.98883, ebar=10.1918 Ha, lowest omitted 8.6097 Ha
  truncated v 1.2220, c 0.9476, gap -0.2744 mHa
  corrected v -0.0926, c -0.0959, gap -0.0033 mHa
nonlocal E=0.5 Ha, width 0.5 bohr, Q=3.4034 1/bohr:
  all-band S=44.87214 Ha, T=46.33231 Ha, commutator term -1.46017 Ha
small basis Npw=10, Kmax=5.1051 1/bohr, Q=5.4978 1/bohr:
  a=4.90353, S/T=0.27964, (T-S)/a=17.7614 Ha
  chi0 plain -0.051141, corrected -0.097154, converged -0.099561 1/(Ha bohr)
tests ok
```
